Why Bridgehead Protons of Bicyclo[1.1.1]pentane Couple over Four Bonds

**1. The decision: may the direct terms be dropped?**

A calculated spin coupling can be divided into pathways by deleting matrix elements and computing the coupling again. In bicyclo[1.1.1]pentane the two bridgehead protons are joined by paths H–C–CH₂–C–H, and the two bridgehead carbons are not bonded to each other in the usual structural formula. It is therefore tempting to keep the three CH₂ paths and drop every direct element between the two CH units. In the minimal-basis analysis of section 7, doing so lowers the coupling from 0.84 to 0.13 Hz at a bridgehead distance of 1.9 Å. The direct terms must be kept.

The observed proton coupling is roughly 18 Hz. To explain it, three contributions have to be weighed: the direct interaction between the rear lobes of the two carbon hybrids, the interaction carried by the cage, and their interference. Algebra is in atomic units. Numerical energies are in eV, distances in Å and couplings in Hz.

**2. From the contact interaction to a coupling constant**

Only the Fermi contact mechanism is treated. A nuclear moment γI produces a contact magnetic field (2μ₀/3)γI δ(r−R). The electron moment is −gₑμ_B s, and in atomic units μ₀ = 4πα² and μ_B = 1/2, where α is the fine-structure constant. The energy, minus moment times field, is

H′ = C Σ_N δ(r−R_N) s·I_N, C = (8π/3)α²γ(gₑ/2).

For a hydrogen 1s orbital the density at the nucleus is 1/π, so H′ becomes A s·I with A = C/π = 5.884×10⁻⁶ eV. The model gives each bridgehead proton one such orbital, labelled 1 and 4, and neglects the contact density of all other orbitals at the protons.

The coupling J is defined by the energy J I_a·I_b. A positive J favours antiparallel nuclear spins. J is an energy here and is divided by h to give Hz.

Let both nuclear spins point along z. A spin-up electron then feels the potentials v₁ = A I_a/2 on orbital 1 and v₄ = A I_b/2 on orbital 4. A spin-down electron feels the opposite potentials. For independent electrons in real orbitals i (occupied) and a (empty), the perturbation element is

V_ia = v₁c_i1c_a1 + v₄c_i4c_a4.

The second-order energy for one spin is −Σ V_ia²/(ε_a−ε_i). Its cross term is −2v₁v₄Π, with

Π = Σ_ia c_i1c_a1c_i4c_a4/(ε_a−ε_i).

Reversing the electron spin changes the sign of both potentials and leaves their product alone, so the second spin contributes equally. The total is −4v₁v₄Π = −A²I_aI_bΠ, hence

J = −A²Π.

The unperturbed state is a spin singlet and has no preferred spin direction. The x and y components therefore carry the same coefficient, which gives the scalar product I_a·I_b.

**3. The rear-lobe contribution alone**

Number the orbitals H_a, h_a, h_b, H_b as 1, 2, 3, 4. The hybrids h point outward to their hydrogens, and their rear lobes face each other. Take the orbitals as orthonormal with equal site energies, set to zero. The Hamiltonian elements are −β within each C–H bond and −t between the hybrids, with β > 0. Four electrons fill the two lowest levels.

Reflection through the midpoint separates the combinations (1±4)/√2 and (2±3)/√2. In each parity the matrix has diagonal elements 0 and ∓t and off-diagonal element −β. The upper sign is even. The eigenvalue condition is

ε² ± tε − β² = 0.

With R² = β² + t²/4, the levels are

even: −t/2 − R (occupied), −t/2 + R (empty)
odd: t/2 − R (occupied), t/2 + R (empty).

Let x be the amplitude on the hydrogen combination and y that on the hybrid combination. The first row of the eigenvalue equation gives −βy = εx, so normalization gives x² = β²/(β²+ε²). Since (R−t/2)(R+t/2) = β², the two possible values are

|ε| = R+t/2: x² = w₁ = (2R−t)/(4R)
|ε| = R−t/2: x² = w₂ = (2R+t)/(4R).

The occupied even and empty odd levels have weight w₁. The occupied odd and empty even levels have weight w₂. The product of amplitudes on the two hydrogens is +x²/2 in an even level and −x²/2 in an odd one.

There are four excitations. The two that preserve parity have gap 2R and contribute w₁w₂/(8R) each. Since w₁w₂ = (4R²−t²)/(16R²) = β²/(4R²), together they give

Π_same = β²/(16R³).

The even-to-odd gap is 2R+t and the odd-to-even gap is 2R−t. Their amplitude products have opposite signs, so

Π_change = −w₁²/[4(2R+t)] − w₂²/[4(2R−t)]
= −[(2R−t)³ + (2R+t)³]/[64R²(4R²−t²)].

The bracket in the numerator is 16R³ + 12Rt², and 4R²−t² = 4β². Thus

Π_change = −(4R²+3t²)/(64Rβ²),

and J = −A²(Π_same + Π_change) becomes

J = A²[(4R²+3t²)/(64Rβ²) − β²/(16R³)].

At t = 0 both terms equal 1/(16β) and cancel: two separate bonds cannot transmit a coupling. For t ≠ 0, R exceeds β, so the first term is larger than 1/(16β) and the second smaller. To see the former, write 4R²+3t² > 4R², which makes the first term larger than R/(16β²). J is therefore positive in this model.

For small t put x̄ = t²/β². Then R ≈ β(1+x̄/8) and 4R²+3t² = 4β²(1+x̄). The two terms become

first: (1+7x̄/8)/(16β)
second: (1−3x̄/8)/(16β).

Their difference gives

J ≈ 5A²t²/(64β³).

The absence of a linear term has a simple reason. Reversing the signs of both orbitals of one bond turns t into −t, while β and the density on each hydrogen stay as they were. J is therefore even in t. This argument also holds for unequal site energies, although the coefficient 5/64 then changes.

For t much larger than β, R approaches t/2, the first term approaches t/(8β²), and J grows linearly instead of quadratically. The smallest gap, 2R−t, then falls as 2β²/t. A closed-shell treatment with independent electrons becomes unreliable in that limit, so the linear growth is a property of the model and not a prediction for a strongly interacting molecule.

**4. What size of interaction is needed?**

Take the round values β = 6 eV and t = 2 eV. Then R² = 36+1 = 37 eV² and R = 6.083 eV. The two terms are

(148+12)/(64×6.083×36) = 0.011417 eV⁻¹
36/(16×225.06) = 0.009997 eV⁻¹.

Their difference is 0.00142 eV⁻¹. The factor A²/h is (5.884×10⁻⁶ eV)²/(4.136×10⁻¹⁵ eV s) = 8372 eV Hz, so J = 11.9 Hz. The quadratic law gives 12.1 Hz, about 2% more than the closed form.

Solving the closed form for 18 Hz at the same β gives t = 2.47 eV. At this chosen β an interaction of a few eV is enough for a coupling of the observed size. The Fock matrix of section 7 has β = 18.8 eV and t = 1.36 eV, and its four axial orbitals give only 0.17 Hz. This does not determine t in the molecule, because J also depends strongly on β: at fixed t, halving β multiplies the leading result by eight.

**5. Does rear-lobe overlap grow on approach?**

Consider sp³ hybrids made from nodeless Slater 2s and 2p orbitals with a common exponent ζ. Place carbon a at the lower end of the axis and carbon b a distance D above it. With N² = ζ⁵/π, a 2s orbital is N r exp(−ζr)/√3 and a 2p_z orbital is N z exp(−ζr). The outward hybrids, with s amplitude 1/2 and p amplitude √3/2, are

h_a = [N/(2√3)](r_a−3z_a) exp(−ζr_a)
h_b = [N/(2√3)](r_b+3z_b) exp(−ζr_b).

Here z_a and z_b are measured from the respective carbon. Introduce μ = (r_a+r_b)/D and ν = (r_a−r_b)/D. Then

r_a = (D/2)(μ+ν), z_a = (D/2)(μν+1)
r_b = (D/2)(μ−ν), z_b = (D/2)(μν−1)

and the volume element is (D/2)³(μ²−ν²) dμ dν dφ. The product of the two brackets is (D/2)² times

[(μ−3)+ν(1−3μ)][(μ−3)−ν(1−3μ)] = (μ−3)² − ν²(3μ−1)².

Let p = ζD. The angle gives 2π, and the constants combine to p⁵/192:

S = (p⁵/192) ∫₁^∞ exp(−pμ) F(μ) dμ,

F = ∫₋₁¹ (μ²−ν²)[(μ−3)²−ν²(3μ−1)²] dν.

The integrals of 1, ν² and ν⁴ over this range are 2, 2/3 and 2/5. Therefore

F = 2μ²(μ−3)² − (2/3)[(μ−3)²+μ²(3μ−1)²] + (2/5)(3μ−1)²
= −4μ⁴ − 8μ³ + (304/15)μ² + (8/5)μ − 28/5.

Repeated integration by parts turns the μ integral into exp(−p) times the sum of F⁽ᵏ⁾(1)/pᵏ⁺¹ for k = 0 to 4. The derivatives at μ = 1, starting with F itself, are 64/15, 32/15, −832/15, −144 and −96. Hence

S = exp(−p)(p⁴/45 + p³/90 − 13p²/45 − 3p/4 − 1/2).

Direct quadrature confirms this formula at three distances.

At large D the p⁴ term dominates: the rear lobes have the same sign and S is positive. At D = 0 the hybrids sit on one carbon and point in opposite directions, so S = 1/4 − 3/4 = −1/2. On the way in, the overlap must therefore pass through a maximum and then through zero. The negative contribution comes from regions where the front lobe of one hybrid meets the rear lobe of the other.

For ζ = 1.6 the maximum is S = 0.039 at 2.00 Å. The overlap is 0.025 at 2.6 Å, 0.038 at 1.9 Å and 0.006 at 1.5 Å. Approach from a large distance strengthens it, but near the bridgehead distance it is almost flat. In this orbital model, bare overlap cannot explain a coupling that still grows below 2 Å. The relevant quantity is the energy element t, which need not be proportional to S.

**6. The cage contribution alone**

Now set t = 0 and let a filled bridge orbital interact with both hybrids through elements −v. Allow these two elements to differ for a moment, as −v_a and −v_b. Reversing the signs of H_a and h_a reverses v_a alone, so J is even in v_a. It is likewise even in v_b. If either is zero, the two bonds are disconnected and J vanishes. The leading term is therefore proportional to v_a²v_b², or v⁴ for equal elements.

For n equivalent bridge orbitals b_k that do not interact with each other, form B = (b₁+…+b_n)/√n. Its element with each hybrid is −v√n. The other n−1 combinations have no element with either hybrid and contribute nothing. Replacing v by v√n in the leading law gives

J_n/J₁ = (v√n)⁴/v⁴ = n².

Three weak equivalent paths thus give nine times the coupling of one, because their amplitudes add before the result is squared. At v = 0.1 eV and a bridge level of −4 eV, the computed ratio is 8.99. At v = 2 eV the couplings are 1.43 Hz for one bridge and 9.72 Hz for three, a ratio of 6.8. Higher orders have become important there. Real CH₂ bridges contain several orbitals that interact with one another, so the factor nine is a weak-coupling limit and not a rule for the molecule.

Nor does this model give the sign of the interference in the molecule. With three filled bridge orbitals at −4 eV, v = 1 eV and t = 2 eV, the coupling is 5.6 Hz, less than the 11.9 Hz from t alone: here the bridge amplitude opposes the direct one. Whether the real cage opposes or reinforces the rear-lobe interaction must be found from the full molecular matrix. Section 7 examines this for the cage together with the remaining direct elements.

**7. Weighing the contributions in the molecule**

The total comes first, from a B3LYP calculation with a small contact field on one bridgehead proton. The field adds +λδ(r−R_a) to the spin-up potential and −λδ(r−R_a) to the spin-down potential, which corresponds to λ = C I_a/2. It induces a spin density m = χλ at the other proton. The energy derivative with respect to I_b is Cm/2 = C²χI_a/4, so

J = C²χ/4.

The geometry is idealised, with C–CH₂ = 1.55 Å, C–H = 1.10 Å and an HCH angle of 110°. The C–CH₂ length is held fixed as the bridgeheads move, so the CH₂ groups move outward when the bridgeheads approach. The contact couplings are 16.9 Hz at 1.9 Å and 12.5 Hz at 2.1 Å. The calculated coupling is positive, has the observed order of magnitude and grows on approach.

The calculation uses a 6-31G basis, with additional flexibility in the s functions of the bridgehead protons. That s set gives 97% of the exact contact density of a free hydrogen atom. The integration grid has 30 radial shells per atom with at most 110 angular points each, and convergence with the grid and with the basis has not been tested, so the last digit of these couplings is not established. The contact density enters once for each proton, so the 97% figure alone suggests values about 5% too low. Orbital and spin-dipolar terms, vibration and solvent are left out, and the functional is approximate. Closeness to the observed 18 Hz is therefore support for the order of magnitude, not a measure of the error.

For the division into parts, a Hartree–Fock calculation in the STO-3G basis supplies a Fock matrix in symmetrically orthogonalised orbitals. The sum Π is then evaluated without letting the electron interaction respond to the nuclear spins. At 1.9 Å the results are:

full matrix: 0.840 Hz
rear-lobe element deleted: 0.236 Hz
all direct CH–CH elements deleted: 0.133 Hz
four axial orbitals only: 0.174 Hz

These values are far below the B3LYP result and serve only to compare parts. Two simplifications account for most of the gap. With the same Hartree–Fock orbitals at 1.9 Å, using their actual amplitudes at the two protons in place of the free-atom constant A raises the full value from 0.84 to 3.4 Hz. Letting the electron interaction respond as well raises it to 15.3 Hz. The C–H element in this matrix is β = 18.8 eV.

Deleting the single rear-lobe element removes 72% of the full value. Yet the four axial orbitals alone supply only 21% of it. The two percentages need not agree, because the quadratic law suggests adding amplitudes rather than couplings. Let τ be the effective interaction supplied by everything except the rear-lobe element, that is, by the cage together with the remaining direct elements. If its energy dependence is ignored, then

J ≈ κ(t+τ)² = κt² + κτ² + 2κtτ.

Take 0.174 Hz as an estimate of κt² and 0.236 Hz as one of κτ². The separation is not exact, because the four-orbital matrix also contains the smaller direct elements between the two C–H units, which belong to τ. The cross term is 2√(0.174×0.236) = 0.405 Hz, and the sum is 0.815 Hz, 3% below the full 0.840 Hz. The same estimate gives 1.015 Hz against 1.054 Hz at 1.8 Å, and 0.545 Hz against 0.553 Hz at 2.1 Å. The numbers thus fit constructive interference between the rear-lobe element and all other paths, which supplies about half of the coupling at 1.9 Å. The part τ is not a pure cage quantity: with all direct elements deleted, the cage alone gives 0.133 Hz, not 0.236 Hz. This estimate assumes the positive sign and uses an approximate formula, but the cross term can also be obtained directly. Reversing the sign of the rear-lobe element and taking half the difference of the two couplings gives 0.416 Hz at 1.9 Å. With all other direct elements deleted, the cage and the rear-lobe element together give 0.648 Hz and a cross term of +0.318 Hz, so in this partition the cage alone also reinforces the rear-lobe element.

The trend with distance separates the contributions further. From 2.1 to 1.8 Å, the direct element t rises from 0.97 to 1.52 eV and the full coupling from 0.553 to 1.054 Hz. With all direct elements deleted, the coupling instead falls from 0.166 to 0.119 Hz. In this partition, growth on approach therefore requires the direct elements. Deleting the rear-lobe element alone does not stop the growth: the remainder still rises from 0.189 to 0.298 Hz, so other direct elements matter as well.

The element t grows where the Slater overlap of fixed sp³ hybrids is flat or falling. The two quantities differ in kind, and the hybrid also changes: its s fraction drops from 0.369 at 2.1 Å to 0.314 at 1.8 Å. A larger p fraction enlarges the rear lobe and may contribute to the rise in t, but that effect has not been isolated.

The percentages depend on the choice of orthogonalised orbitals and should not be applied to the 16.9 Hz as if they were measured shares. Within this analysis the full coupling exceeds the sum of its two parts because the rear-lobe interaction reinforces the one carried by the cage and the remaining direct elements. With the symmetrically orthogonalised orbitals used here, the growth on approach disappears when all direct elements are deleted. Meta-Löwdin and natural atomic orbitals change the values but keep the trend: from 2.1 to 1.8 Å the coupling without direct elements falls from 0.183 to 0.130 Hz and from 0.255 to 0.172 Hz. The remaining values are in the numerical output.

Computed values

```
Hydrogen hyperfine energy A = 5.8843e-06 eV
Model inputs: beta = 6.0 eV, t = 2.0 eV
Model J, closed form = 11.88 Hz
Model J, leading t^2 law = 12.11 Hz
t needed for J = 18 Hz = 2.47 eV
J(3 bridges)/J(1 bridge), v = 0.1 eV: 8.994
Bridge example: v = 2.0 eV, bridge level = -4.0 eV
  J with 1 bridge(s), no direct t = 1.43 Hz
  J with 3 bridge(s), no direct t = 9.72 Hz
Slater exponent zeta = 1.6 (atomic units)
  rear-lobe overlap at D = 1.5 angstrom: 0.0064
  rear-lobe overlap at D = 1.7 angstrom: 0.0295
  rear-lobe overlap at D = 1.9 angstrom: 0.0383
  rear-lobe overlap at D = 2.1 angstrom: 0.0385
  rear-lobe overlap at D = 2.3 angstrom: 0.0344
  rear-lobe overlap at D = 2.6 angstrom: 0.0254
  rear-lobe overlap at D = 3.0 angstrom: 0.0147
Overlap maximum: S = 0.0392 at D = 2.00 angstrom
H-atom contact density, basis/exact = 0.973
Cage: C-CH2 1.55, C-H 1.10 angstrom, HCH 110 degrees
B3LYP contact J at D = 1.9 angstrom: 16.87 Hz
B3LYP contact J at D = 2.1 angstrom: 12.53 Hz
Uncoupled RHF/STO-3G analysis (for comparison of parts only):
 D = 1.8 angstrom: hybrid s fraction 0.314
  beta = 18.71 eV, direct t = 1.520 eV
  J, full Fock matrix = 1.054 Hz
  J, rear-lobe element deleted = 0.298 Hz
  J, all direct CH-CH elements deleted = 0.119 Hz
  J, four axial orbitals only = 0.213 Hz
 D = 1.9 angstrom: hybrid s fraction 0.329
  beta = 18.75 eV, direct t = 1.359 eV
  J, full Fock matrix = 0.840 Hz
  J, rear-lobe element deleted = 0.236 Hz
  J, all direct CH-CH elements deleted = 0.133 Hz
  J, four axial orbitals only = 0.174 Hz
 D = 2.1 angstrom: hybrid s fraction 0.369
  beta = 18.83 eV, direct t = 0.968 eV
  J, full Fock matrix = 0.553 Hz
  J, rear-lobe element deleted = 0.189 Hz
  J, all direct CH-CH elements deleted = 0.166 Hz
  J, four axial orbitals only = 0.092 Hz
```
